# The least solar heating of a surface with prescribed colour

## What goes wrong without the bound

Take a pale, unsaturated red paint in sunlight of 1000 W/m². For the smooth model pigment specified below, the absorbed solar heat is 478.5 W/m². Making the paint a perfect reflector for all invisible sunlight lowers this to 291.4 W/m² without changing its colour.

It is tempting to stop there and call 291 W/m² the price of that red. The inference fails because colour does not fix the visible reflectance. It fixes three weighted integrals of it, and many reflectance curves share the same three integrals. Some absorb much less than the original pigment. For this red the minimum is 180.9 W/m², so the mistaken floor is too high by 110.5 W/m². In a radiative cooler held at a given temperature, with its thermal emission unchanged, that difference enters the heat balance watt for watt.

## The quantities and their conditions

Let $S(\lambda)>0$ be the solar spectral irradiance and $R(\lambda)$ the reflectance, with $0\le R\le1$. An opaque surface transmits nothing, so it absorbs the fraction $1-R$. Without fluorescence, light leaves at the wavelength at which it arrived. The absorbed heat is therefore

$$A[R]=\int S(1-R)\,d\lambda .$$

The surface is also taken to be Lambertian: reflected radiance is the same in all directions. Then the $R$ that governs heat also governs what an observer sees. This condition is essential. A perfect mirror viewed away from the specular direction in a dark surrounding looks black, yet absorbs nothing.

Colour is judged in the same sunlight. With the dimensionless matching functions $c=(\bar x,\bar y,\bar z)$, it is the vector

$$t=\int S\,c\,R\,d\lambda ,$$

in W/m². The usual tristimulus values differ from $t$ by one common factor. The functions $c$ are set to zero outside a visible window $W$. Both $A$ and $t$ are linear in $R$, and $R$ has linear bounds, so minimizing $A$ at fixed $t$ is a linear program.

## Simple case: only the luminance is prescribed

Keep one condition, $\int S\bar yR\,d\lambda=t_y$, with $0<t_y<t_{y,\rm white}$. To darken the surface at least cost in heat, one should absorb where each absorbed watt removes most luminance, that is, where $\bar y$ is large. This suggests

$$R_*=\begin{cases}1,&\nu\bar y<1,\\0,&\nu\bar y>1,\end{cases}$$

with a number $\nu>0$ chosen to give the right luminance. Such a number exists if the level sets of $\bar y$ in $W$ have zero measure: as the threshold $1/\nu$ rises from zero to the maximum of $\bar y$, the reflected luminance rises continuously from zero to its white value.

To prove optimality, compare $R_*$ with any $R$ of equal luminance. Where $\nu\bar y<1$, both $R_*-R=1-R$ and $1-\nu\bar y$ are nonnegative. Where $\nu\bar y>1$, both $R_*-R=-R$ and $1-\nu\bar y$ are nonpositive. Hence

$$0\le\int S(R_*-R)(1-\nu\bar y)\,d\lambda
=\int S(R_*-R)\,d\lambda-\nu(t_y-t_y).$$

The last term vanishes, and the remaining integral is $A[R]-A[R_*]$. Thus $A[R]\ge A[R_*]$.

**Limits.** As $t_y$ approaches its white value, the absorbing region shrinks to the peak of $\bar y$ and the heat tends to zero. As $t_y\to0$, absorption spreads over all of $W$ where $\bar y>0$. Both limits are as they should be. What is missing is control of hue: a surface that absorbs one band around the peak of $\bar y$ has the right luminance but in general the wrong $t_x$ and $t_z$.

## Generalization: three conditions, three prices

Replace $\nu\bar y$ by

$$q(\lambda)=\nu\cdot c(\lambda),\qquad \nu=(\nu_x,\nu_y,\nu_z).$$

The components of $\nu$ may have either sign. For any admissible $R$ of colour $t$, the quantity $\int SqR\,d\lambda-\nu\cdot t$ is zero. Adding it to the heat gives

$$A[R]=\int S\,[(1-R)+qR]\,d\lambda-\nu\cdot t .$$

The bracket is a weighted mean of 1 and $q$, so it is at least $\min(1,q)$. The excess can be written out:

$$(1-R)+qR-\min(1,q)=
\begin{cases}(1-R)(1-q),&q\le1,\\R(q-1),&q>1.\end{cases}$$

Both expressions are nonnegative. Therefore every choice of $\nu$ supplies a lower bound,

$$A[R]\ge D(\nu)=\int_W S\min(1,\nu\cdot c)\,d\lambda-\nu\cdot t .$$

The integral needs only the window, because outside it $q=0$ and $\min(1,0)=0$.

### When the bound is reached

The function $\min(1,\nu\cdot c)$ is the smaller of two functions affine in $\nu$, so $D$ is concave. Its derivative with respect to $\nu$ is $c$ where $q<1$ and zero where $q>1$. If the set $q=1$ has zero measure, the kink does not matter. Difference quotients are bounded by $|c|$, so the derivative may be taken under the integral:

$$\nabla D=\int_{q<1}S\,c\,d\lambda-t .$$

At a maximum $\nabla D=0$. This says that the two-valued reflectance

$$R_*=1\ \text{where }q<1,\qquad R_*=0\ \text{where }q>1$$

has colour $t$. Its excess in the two-case formula is zero, so $A[R_*]=D(\nu)$. A lower bound has been attained, and

$$A^*(t)=\min_R A[R]=\max_\nu D(\nu).$$

Any other minimizer must also have zero excess almost everywhere. This forces $R=1$ where $q<1$ and $R=0$ where $q>1$, so the minimizer is unique up to sets of zero measure.

### Why a maximum exists

Let $t$ lie strictly inside the set of colours attainable with $0\le R\le1$. Along a unit vector $u$, for $s>0$,

$$\frac{D(su)}{s}=\int_W S\min(1/s,u\cdot c)\,d\lambda-u\cdot t .$$

As $s\to\infty$ this tends to

$$\int_W S\min(0,u\cdot c)\,d\lambda-u\cdot t
=\min_R\int_W S\,(u\cdot c)R\,d\lambda-u\cdot t<0.$$

The equality holds because the minimizing $R$ is 1 where $u\cdot c<0$ and 0 elsewhere. The inequality holds because an interior colour can still be moved in the direction $-u$.

Now consider the set where $D\ge0$. It contains $\nu=0$ and is closed and convex. If it were unbounded, it would contain points $s_nu_n$ with $s_n\to\infty$ and, for a subsequence, $u_n\to u$. By convexity it would contain $su_n$ for each fixed $s$ and large $n$, hence also $su$. Then $D(su)\ge0$ for all $s$, which contradicts the negative limit. The set is bounded, and the continuous function $D$ has a maximum on it.

A pigment whose reflectance $R_0$ stays a finite distance from 0 and 1 in $W$ has an interior colour. Indeed, $R_0+a\cdot c$ is admissible for every small vector $a$, and it changes the colour by $Ga$, where $G=\int_W S\,cc^T d\lambda$. Since $a\cdot Ga=\int_W S(a\cdot c)^2d\lambda$, the matrix $G$ is invertible when the matching functions are linearly independent. A numerical test confirms that its smallest eigenvalue is positive for the observer used here.

## Testing the general result on its limits

**White.** The choice $R=1$ gives $A=0$. At $\nu=0$ the bound gives $D=0$ too, so the two sides agree even though white lies on the boundary of the colour set.

**Black.** Here $t=0$. Since $\bar y>0$ in $W$, the condition $t_y=0$ forces $R=0$ almost everywhere in the window. The least heat is the whole window power. The dual side agrees: with $\nu=(0,n,0)$ and $n\ge1/\min_W\bar y$, one has $\min(1,q)=1$ throughout $W$. In the model below this limit is 499.6 W/m². It depends directly on where the window is cut, since every extra nanometre must also be absorbed. The limit applies to exact black and is approached slowly. Near 780 nm $\bar y$ is only about $10^{-6}$, so a surface allowed even a small luminance may reflect the ends of the window and absorb much less than the window power.

**Grey.** A flat visible reflectance $\rho$ gives $t=\rho\,t_{\rm white}$ and absorbs $(1-\rho)$ of the window power. This is an upper bound on $A^*$. For $\rho=0.3$ it equals $0.7\times499.56=349.7$ W/m². The minimum found below is 179.2 W/m², about half as much. A neutral appearance therefore does not require a flat spectrum.

**Invisible light.** Outside $W$, $q=0<1$, so $R_*=1$. Ultraviolet and near-infrared sunlight contribute nothing to the minimum, whatever their power.

## A definite sun and observer

The sun is a Planck spectrum at 5800 K,

$$S(\lambda)\propto\lambda^{-5}\left[e^{hc_0/(\lambda k_BT)}-1\right]^{-1},$$

with $c_0$ the speed of light, scaled to 1000 W/m² between 300 and 2500 nm. The window is 380–780 nm. It carries 499.6 W/m², leaving 500.4 W/m² invisible. Atmospheric absorption bands are omitted, so the watt values belong to this model sun.

The observer is a Gaussian approximation to the CIE 1931 two-degree functions. Let $g(m,a,b)=\exp[-(\lambda-m)^2/2w^2]$, with $w=a$ for $\lambda<m$ and $w=b$ otherwise, all in nm. Then

$$\begin{aligned}
\bar x={}&1.056\,g(599.8,37.9,31.0)+0.362\,g(442.0,16.0,26.7)\\
&-0.065\,g(501.1,20.4,26.2),\\
\bar y={}&0.821\,g(568.8,46.9,40.5)+0.286\,g(530.9,16.3,31.1),\\
\bar z={}&1.217\,g(437.0,11.8,36.0)+0.681\,g(459.0,26.0,13.8).
\end{aligned}$$

The requirement that $q=1$ have zero measure can now be proved. Between neighbouring lobe centres, $q$ is a sum of Gaussians with fixed widths. If it equalled 1 on an interval, its analytic continuation would equal 1 for all real $\lambda$. But that continuation tends to zero at large $|\lambda|$. Thus $q-1$ is a nonzero analytic function on each piece and has finitely many zeros there.

Four pigments set the target colours, with $\lambda$ in nm:

- red: $R_0=0.20+0.50/[1+e^{-(\lambda-590)/15}]$;
- green: $R_0=0.15+0.40\,e^{-(\lambda-530)^2/(2\cdot35^2)}$;
- blue: the same form as green, centred at 460 nm;
- grey: $R_0=0.30$.

### The red surface in detail

Integration gives $t=(59.927,47.899,29.273)$ W/m². White has $t_y=144.781$ W/m², so the relative luminance is $47.899/144.781=0.331$. The sum of the components is 137.099 W/m², which gives the chromaticity coordinates $x=59.927/137.099=0.437$ and $y=47.899/137.099=0.349$.

Solving $\nabla D=0$ gives $\nu=(0.1537,1.2415,1.0273)$. The curve $q$ crosses 1 at 424.0, 480.5, 521.2 and 596.9 nm. The best surface absorbs completely between the first pair and between the second pair, and reflects everything else. Its absorbing bands are about 57 and 76 nm wide.

The heat can be followed in two reductions:

$$478.5\xrightarrow{-187.1}291.4\xrightarrow{-110.5}180.9\ \text{W/m}^2 .$$

The first comes from reflecting invisible light. The second comes from rearranging visible reflectance at fixed colour. The result is 38% of the original pigment's heat and 18% of the incident sunlight. The size of the second reduction belongs to this unsaturated red, which lies well inside the set of attainable colours. Toward the boundary of that set fewer reflectance curves share the colour, and a saturated red leaves less to gain.

The optimum reflects blue-green light from 481 to 521 nm, although the surface is red. In that interval $q<1$: at the prices set by this colour, absorbing a watt there costs more heat than its effect on colour is worth. It also reflects more violet and red light than the pigment does. In each of the three colour integrals, the two absorbing bands offset the extra light from all three reflecting bands.

### Four colours compared

Heat is in W/m². “Visible” means the pigment after ideal reflection of invisible light.

| Colour | Pigment | Visible | Minimum |
|---|---:|---:|---:|
| Red | 478.5 | 291.4 | 180.9 |
| Green | 801.4 | 376.0 | 182.5 |
| Blue | 802.1 | 377.2 | 189.9 |
| Grey | 700.0 | 349.7 | 179.2 |

Each optimum has two absorbing bands and four switching wavelengths. The minima happen to lie within 11 W/m² of one another, although the relative luminances run from 0.198 for blue to 0.378 for green. This closeness is a property of these four targets and not a general value: the white and black limits are zero and 499.6 W/m².

## The price of a small colour change

The vector $\nu$ has a direct meaning. Suppose that $q'\ne0$ at the switching points $\lambda_k$. A small change $d\nu$ moves each point so that $q=1$ still holds there:

$$c(\lambda_k)\cdot d\nu+q'(\lambda_k)\,d\lambda_k=0 .$$

If $q'>0$, the reflecting side is on the left, and its colour changes by $Sc\,d\lambda_k=-Sc\,(c\cdot d\nu)/q'$. If $q'<0$, the reflecting side is on the right, and the change is $-Sc\,d\lambda_k=Sc\,(c\cdot d\nu)/q'$. Both cases equal $-Sc\,(c\cdot d\nu)/|q'|$. Including the change of target,

$$d(\nabla D)=-M\,d\nu-dt,\qquad
M=\sum_k\frac{S\,cc^T}{|q'|}\bigg|_{\lambda_k}.$$

If three of the vectors $c(\lambda_k)$ are linearly independent, $M$ is invertible. The condition $\nabla D=0$ then determines a smooth $\nu(t)$ nearby. Differentiating $A^*=D(\nu(t),t)$ gives

$$dA^*=\nabla D\cdot d\nu-\nu\cdot dt=-\nu\cdot dt .$$

Thus $-\nu$ is the gradient of the least heat. For red, re-solving the problem with each component of $t$ shifted by $\pm0.001$ W/m² gives derivatives $-0.1537$, $-1.2415$ and $-1.0273$, as required.

To lighten the red by 1% at fixed chromaticity, set $dt=0.01\,t$. Then

$$\nu\cdot t=9.21+59.47+30.07=98.75\ \text{W/m}^2,$$

so the least heat falls by about 0.99 W/m². This is a linear estimate for a small change, not a rule for taking the surface all the way to white.

## Testing the optimum without assuming its shape

Divide the spectrum into bins with constant reflectance in each. This gives a finite linear program that knows nothing about switching wavelengths. Its reflectances form a subset of the admissible ones, so its minimum cannot lie below $A^*$. Subdividing the bins enlarges that subset and cannot raise the minimum.

A vertex of this program has at most three fractional reflectances. If four bins were fractional, the three colour equations would allow a nonzero change in those four values that left the colour fixed. A small step either way would remain admissible, so the point would be the midpoint of two others and not a vertex.

For red, the binned minimum exceeds $A^*$ by 0.128, 0.0096 and 0.0004 W/m² for visible bins 4, 1 and 0.2 nm wide. The other colours show the same descent. The simplex solutions also satisfy the limit of three fractional bins and choose full reflection in every invisible bin. Separately, direct quadrature of the two-valued reflectances reproduces both the target colour and the heat.

The excess formula explains the size of the binning error. For any reflectance of the right colour,

$$A[R]-A^*=\int_{q<1}S(1-R)(1-q)\,d\lambda+\int_{q>1}SR(q-1)\,d\lambda .$$

Near a switch, $|q-1|\approx|q'|\,|\lambda-\lambda_k|$. A wholly wrong reflectance over a strip of width $h$ on one side costs about $S|q'|h^2/2$. If the errors are confined to strips comparable with the bin width, the excess should scale roughly as its square. From 4 to 0.2 nm this predicts a factor of 400; the red values give about 350. The exact factor depends on where the switches fall within the bins.

The same formula is useful for a real coating. Slightly rounded band edges carry a second-order heat penalty, provided the colour is restored. Imperfect reflection across a broad region where $q<1$ carries a first-order penalty.

## Where the match stops

The red pigment and its optimum have the same colour in the model sunlight. Under a 2856 K Planck lamp they separate:

- pigment: relative luminance 0.378, $(x,y)=(0.545,0.383)$;
- optimum: relative luminance 0.366, $(x,y)=(0.574,0.348)$.

The lamp weights wavelengths differently, so equality of the three sunlight integrals no longer ensures equality of the three lamp integrals.

A match under both sources can be imposed. For lamp spectrum $L$, the extra conditions are

$$\int LcR\,d\lambda=\int S\left(\frac{L}{S}c\right)R\,d\lambda .$$

They have the original form with matching functions $(L/S)c$. The lower bound therefore holds with six prices instead of three, and it is attained under the same interior and zero-measure conditions. The least heat cannot decrease, because the added conditions remove candidates and create none.

The bound also changes if the surface itself leaves the stated class. Fluorescence moves energy between wavelengths, so $1-R$ no longer gives the heat. A translucent layer needs transmission and its backing in the balance. A directional reflector needs separate quantities for appearance and total reflection. Within the class, $A^*$ is a limit on spectra, not a claim that a material with such sharp edges is available.

Thermal emission beyond 2500 nm is left free by the colour conditions in this model. A surface that emits at a wavelength also absorbs there, and the model cuts the sun off at 2500 nm. Emission can therefore be designed separately only at wavelengths long enough that sunlight is negligible; $A^*$ is the smallest solar load from the 300–2500 nm band, and any sunlight absorbed beyond it adds to that load. The full set of computed values is in the numerical output below.

## Numbers as computed

```
Model sun: 5800 K, 1000 W/m^2 in 300-2500 nm
Power in window 380-780 nm (= least heat of black): 499.56 W/m^2
Invisible power: 500.44 W/m^2
White colour t (x,y,z): 140.634, 144.781, 146.107 W/m^2
[red] Y/Ywhite 0.3308, chromaticity x 0.4371, y 0.3494
  colour t (x,y,z): 59.927, 47.899, 29.273 W/m^2
  pigment heat 478.51 W/m^2; invisible reflected 291.41 W/m^2
  least heat A* 180.910 W/m^2
  prices nu: 0.1537, 1.2415, 1.0273
  switches: 423.97, 480.53, 521.21, 596.93 nm
  LP minus A*, bins 4, 1, 0.2 nm: 0.12761, 0.00955, 0.00036 W/m^2
[green] Y/Ywhite 0.3777, chromaticity x 0.2932, y 0.4472
  colour t (x,y,z): 35.846, 54.679, 31.737 W/m^2
  pigment heat 801.38 W/m^2; invisible reflected 376.00 W/m^2
  least heat A* 182.515 W/m^2
  prices nu: 0.7839, 0.8093, 0.9401
  switches: 423.53, 478.92, 539.10, 618.82 nm
  LP minus A*, bins 4, 1, 0.2 nm: 0.15291, 0.01651, 0.00065 W/m^2
[blue] Y/Ywhite 0.1976, chromaticity x 0.2324, y 0.2231
  colour t (x,y,z): 29.797, 28.603, 69.806 W/m^2
  pigment heat 802.13 W/m^2; invisible reflected 377.18 W/m^2
  least heat A* 189.890 W/m^2
  prices nu: 0.8287, 1.3646, 0.4627
  switches: 433.13, 464.86, 518.00, 626.93 nm
  LP minus A*, bins 4, 1, 0.2 nm: 0.19639, 0.00535, 0.00049 W/m^2
[grey] Y/Ywhite 0.3000, chromaticity x 0.3259, y 0.3355
  colour t (x,y,z): 42.190, 43.434, 43.832 W/m^2
  pigment heat 700.00 W/m^2; invisible reflected 349.69 W/m^2
  least heat A* 179.247 W/m^2
  prices nu: 0.5011, 1.0911, 0.7239
  switches: 427.44, 473.63, 526.51, 612.36 nm
  LP minus A*, bins 4, 1, 0.2 nm: 0.19098, 0.02169, 0.00039 W/m^2
Red, finite-difference dA*/dt: -0.1537, -1.2415, -1.0273
Red pigment under 2856 K lamp: Y/Ywhite 0.3784, x 0.5453, y 0.3826
Red optimum under 2856 K lamp: Y/Ywhite 0.3661, x 0.5736, y 0.3480
```
